# The OPW secular equation as a plane-wave problem with core projectors: a program that tests the result

```python
"""
Result under test: for orthonormal core states c with H c = E_c c and
OPWs chi_G = (1-P)|G>, P = sum_c |c><c|, every matrix element obeys
  <chi_G|H-E|chi_G'> = <G| T + V + sum_c (E-E_c)|c><c| - E |G'>.
Model: H = -(1/2) d^2/dx^2 - 3 m cn^2(x|m), period a = 2K(m), atomic units.
OPW side: functions on a grid, integrated by quadrature.
Projector side: Fourier coefficients of V and of the core states.
Bloch functions are stored through their periodic parts.
For inexact cores, delta_c = (H-E_c)c with E_c = <c|H|c>.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import ellipj, ellipk

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
m = 0.9
a = 2 * ellipk(m)
n_grid = 256
dx = a / n_grid
x = dx * np.arange(n_grid)
sn, cn, dn, _ = ellipj(x, m)
V = -3 * m * cn**2
g_grid = 2 * np.pi * np.fft.fftfreq(n_grid, dx)


def momentum(u, k):
    return np.fft.ifft((k + g_grid) * np.fft.fft(u, axis=-1), axis=-1)


def apply_h(u, k):
    return 0.5 * momentum(momentum(u, k), k) + V * u


def normalize(u):
    return u / np.sqrt(dx * np.sum(abs(u)**2))


def plane_waves(n_max):
    n = np.arange(-n_max, n_max + 1)
    return np.exp(2j * np.pi * np.outer(n, x) / a) / np.sqrt(a)


def opw_matrices(k, n_max, cores):
    """Hamiltonian and overlap of OPWs from their definition."""
    w = plane_waves(n_max)
    chi = w - (dx * w @ cores.conj().T) @ cores
    p = momentum(chi, k)
    h = dx * (0.5 * p.conj() @ p.T + (chi.conj() * V) @ chi.T)
    return h, dx * chi.conj() @ chi.T


def fourier(functions, n_max):
    n = np.arange(-n_max, n_max + 1)
    return (np.fft.fft(functions, axis=-1)[:, n % n_grid] * dx / np.sqrt(a)).T


def bare_matrix(k, n_max):
    n = np.arange(-n_max, n_max + 1)
    v_g = np.fft.fft(V) / n_grid
    return (np.diag(0.5 * (k + 2 * np.pi * n / a)**2)
            + v_g[(n[:, None] - n[None, :]) % n_grid])


def effective(k, n_max, cores, e_core, energy):
    b = fourier(cores, n_max)
    return bare_matrix(k, n_max) + (b * (energy - e_core)) @ b.conj().T


def linear_form(k, n_max, cores, e_core):
    b = fourier(cores, n_max)
    return (bare_matrix(k, n_max) - (b * e_core) @ b.conj().T,
            np.eye(2 * n_max + 1) - b @ b.conj().T)


def core_residual(k, cores):
    hc = apply_h(cores, k)
    e = np.real(dx * np.sum(cores.conj() * hc, axis=1))
    return e, hc - e[:, None] * cores


def residual_matrix(k, n_max, cores):
    _, delta = core_residual(k, cores)
    b, d = fourier(cores, n_max), fourier(delta, n_max)
    inner = dx * cores.conj() @ delta.T
    return -(d @ b.conj().T + b @ d.conj().T) + b @ inner @ b.conj().T


# Closed-form eigenstates at k = 0
root = np.sqrt(1 - m + m**2)
c_minus, c_plus = 1 + m - root, 1 + m + root
cores = np.array([normalize(1 - c_minus * sn**2), normalize(sn * cn)])
e_core = np.array([c_minus - 3 * m, 2 - 2.5 * m])
valence = normalize(1 - c_plus * sn**2)
e_valence = c_plus - 3 * m
for state, energy in zip([*cores, valence], [*e_core, e_valence]):
    assert np.max(abs(apply_h(state, 0.0) - energy * state)) < 1e-8
assert np.allclose(np.linalg.eigvalsh(bare_matrix(0.0, 30))[:3],
                   [*e_core, e_valence], atol=1e-9)
assert np.allclose(dx * cores @ cores.T, np.eye(2), atol=1e-12)

# Matrix identity at k = 0 and at a general k, for several energies
k_general = 0.3 * 2 * np.pi / a
levels, vectors = np.linalg.eigh(bare_matrix(k_general, 40))
cores_k = vectors[:, :2].T @ plane_waves(40)
identity_error = 0.0
for k, c, ec in [(0.0, cores, e_core), (k_general, cores_k, levels[:2])]:
    for n_max in (1, 2, 4):
        h, s = opw_matrices(k, n_max, c)
        for energy in (-3.0, 0.2, 1.7):
            rhs = (effective(k, n_max, c, ec, energy)
                   - energy * np.eye(2 * n_max + 1))
            identity_error = max(identity_error,
                                 np.max(abs(h - energy * s - rhs)))
assert identity_error < 1e-9

# Energy-dependent problem: one self-consistent root per eigenvalue index
n_main = 2
h_opw, s_opw = opw_matrices(0.0, n_main, cores)
opw_roots = eigh(h_opw, s_opw, eigvals_only=True)


def level(energy, index):
    return np.linalg.eigvalsh(
        effective(0.0, n_main, cores, e_core, energy))[index]


sc_roots = np.array([brentq(lambda e: level(e, j) - e, -10, 1e4, xtol=1e-12)
                     for j in range(2 * n_main + 1)])
assert np.allclose(sc_roots, opw_roots, rtol=1e-8, atol=1e-8)
e_main = sc_roots[0]
phi = np.linalg.eigh(effective(0.0, n_main, cores, e_core, e_main))[1][:, 0]
b_main = fourier(cores, n_main)
core_weight = np.sum(abs(b_main.conj().T @ phi)**2)
step = 1e-4
slope = (level(e_main + step, 0) - level(e_main - step, 0)) / (2 * step)
assert abs(slope - core_weight) < 1e-5 and 0 < slope < 1
level_frozen = level(0.0, 0)

# Valence function recovered by projecting the cores out of phi
phi_x = phi @ plane_waves(n_main)
psi_x = normalize(phi_x - (dx * cores.conj() @ phi_x) @ cores)
overlap_phi = abs(dx * np.vdot(valence, phi_x))**2
overlap_psi = abs(dx * np.vdot(valence, psi_x))**2
assert overlap_psi > overlap_phi and overlap_psi > 0.95

# Bounds and convergence
table = []
for n_max in (1, 2, 3, 4):
    h, s = opw_matrices(0.0, n_max, cores)
    table.append((2 * n_max + 1, eigh(h, s, eigvals_only=True)[0],
                  np.linalg.eigvalsh(bare_matrix(0.0, n_max))[2],
                  np.linalg.eigvalsh(s)[0]))
for row in table:
    assert e_valence - 1e-8 < row[1] < row[2] + 1e-8
for before, after in zip(table, table[1:]):
    assert after[1] <= before[1] + 1e-8 and after[3] < before[3]

# In a practically complete basis each core is a null vector at every energy
b_big = fourier(cores, 30)
for energy in (-3.0, 0.2, 1.7):
    operator = effective(0.0, 30, cores, e_core, energy) - energy * np.eye(61)
    assert np.max(abs(operator @ b_big)) < 1e-8
s_big_min = np.linalg.eigvalsh(linear_form(0.0, 30, cores, e_core)[1])[0]
assert abs(s_big_min) < 1e-10

# Inexact even core: Bloch sum of a contracted sech^2 function
contraction = 1.1
trial = normalize(sum(1 / np.cosh(contraction * (x - j * a))**2
                      for j in range(-6, 8)))
trial_cores = np.array([trial, cores[1]])
e_trial, delta = core_residual(0.0, trial_cores)
angle = 0.3
rotation = np.array([[np.cos(angle), np.sin(angle)],
                     [-np.sin(angle), np.cos(angle)]])
for c in (trial_cores, rotation @ trial_cores):
    ec, dc = core_residual(0.0, c)
    for n_max in (2, 30):
        h, s = opw_matrices(0.0, n_max, c)
        h_lin, s_lin = linear_form(0.0, n_max, c, ec)
        difference = (h - 0.2 * s) - (h_lin - 0.2 * s_lin)
        assert np.max(abs(difference)) > 1e-3
        assert np.allclose(difference, residual_matrix(0.0, n_max, c),
                           atol=1e-8)
    assert np.allclose(difference @ fourier(c, 30), -fourier(dc, 30),
                       atol=1e-7)
h_t, s_t = opw_matrices(0.0, n_main, trial_cores)
h_p, s_p = linear_form(0.0, n_main, trial_cores, e_trial)
w_t = residual_matrix(0.0, n_main, trial_cores)
e_opw_trial = eigh(h_t, s_t, eigvals_only=True)[0]
e_simple_trial = eigh(h_p, s_p, eigvals_only=True)[0]
e_repaired = eigh(h_p + w_t, s_p, eigvals_only=True)[0]
assert abs(e_repaired - e_opw_trial) < 1e-8
assert abs(e_simple_trial - e_opw_trial) > 1e-4

# Numbers for the worked example
v_zero = np.mean(V)
b_zero = abs(b_main[n_main, 0])
print(f"elliptic parameter m = {m:.1f} (dimensionless)")
print(f"period a = {a:.6f} bohr; 2 pi/a = {2*np.pi/a:.6f} 1/bohr")
print(f"well depth 3m = {3*m:.2f} hartree")
print(f"c_minus = {c_minus:.6f}, c_plus = {c_plus:.6f} (dimensionless)")
print(f"even core energy = {e_core[0]:.6f} hartree")
print(f"odd core energy = {e_core[1]:.6f} hartree")
print(f"exact valence energy = {e_valence:.6f} hartree")
print(f"general k = {k_general:.6f} 1/bohr")
print(f"largest error of matrix identity = {identity_error:.1e} hartree")
print("Element G = G' = 0:")
print(f"  mean potential = {v_zero:.6f} hartree")
print(f"  |<0|even core>|^2 = {b_zero**2:.6f}")
print(f"  OPW Hamiltonian, quadrature = {h_opw[2, 2].real:.6f} hartree")
print(f"  OPW overlap, quadrature = {s_opw[2, 2].real:.6f}")
print("Core Fourier coefficients, n = G a/(2 pi), moduli:")
for n in range(3):
    print(f"  n={n}: even {abs(b_main[n+2, 0]):.6f}, "
          f"odd {abs(b_main[n+2, 1]):.6f}")
print("Five plane waves:")
print(f"  lowest OPW root = {opw_roots[0]:.6f} hartree")
print(f"  self-consistent projector root = {e_main:.6f} hartree")
print(f"  the same root = {e_main*HARTREE_EV:.4f} eV")
print(f"  error against exact = {(e_main-e_valence)*1000:.4f} millihartree")
print(f"  core weight of phi = {core_weight:.6f}")
print(f"  slope d lambda/dE = {slope:.6f}")
print(f"  lambda with projector energy E=0: {level_frozen:.6f} hartree")
print(f"  |<exact valence|phi>|^2 = {overlap_phi:.6f}")
print(f"  |<exact valence|psi>|^2 = {overlap_psi:.6f}")
print("N, OPW root, third bare PW level (hartree), min overlap eigenvalue:")
for count, e_o, e_b, s_min in table:
    print(f"  {count}: {e_o:.6f}, {e_b:.6f}, {s_min:.2e}")
print(f"min overlap eigenvalue for N=61: {abs(s_big_min):.0e} (modulus)")
print(f"Inexact even core, sech^2 scale = {contraction:.1f} 1/bohr, N=5:")
print(f"  overlap with exact core = {abs(dx*trial@cores[0]):.6f}")
print(f"  mean energy of trial core = {e_trial[0]:.6f} hartree")
print(f"  residual norm = {np.sqrt(dx*np.sum(abs(delta[0])**2)):.6f} hartree")
print(f"  OPW root from definition = {e_opw_trial:.6f} hartree")
print(f"  simple projector formula = {e_simple_trial:.6f} hartree")
print(f"  formula with residual terms = {e_repaired:.6f} hartree")
print("OK")
```

Running it gives:

```
elliptic parameter m = 0.9 (dimensionless)
period a = 5.156184 bohr; 2 pi/a = 1.218573 1/bohr
well depth 3m = 2.70 hartree
c_minus = 0.946061, c_plus = 2.853939 (dimensionless)
even core energy = -1.753939 hartree
odd core energy = -0.250000 hartree
exact valence energy = 0.153939 hartree
general k = 0.365572 1/bohr
largest error of matrix identity = 7.7e-14 hartree
Element G = G' = 0:
  mean potential = -0.985572 hartree
  |<0|even core>|^2 = 0.597266
  OPW Hamiltonian, quadrature = 0.061996 hartree
  OPW overlap, quadrature = 0.402734
Core Fourier coefficients, n = G a/(2 pi), moduli:
  n=0: even 0.772830, odd 0.000000
  n=1: even 0.431989, odd 0.678722
  n=2: even 0.118773, odd 0.193941
Five plane waves:
  lowest OPW root = 0.153939 hartree
  self-consistent projector root = 0.153939 hartree
  the same root = 4.1889 eV
  error against exact = -0.0000 millihartree
  core weight of phi = 0.597266
  slope d lambda/dE = 0.597265
  lambda with projector energy E=0: 0.006634 hartree
  |<exact valence|phi>|^2 = 0.402734
  |<exact valence|psi>|^2 = 1.000000
N, OPW root, third bare PW level (hartree), min overlap eigenvalue:
  3: 0.153939, 0.242490, 2.95e-02
  5: 0.153939, 0.164191, 1.29e-03
  7: 0.153939, 0.154646, 4.49e-05
  9: 0.153939, 0.153975, 1.38e-06
min overlap eigenvalue for N=61: 3e-16 (modulus)
Inexact even core, sech^2 scale = 1.1 1/bohr, N=5:
  overlap with exact core = 0.996596
  mean energy of trial core = -1.736116 hartree
  residual norm = 0.239979 hartree
  OPW root from definition = 0.145024 hartree
  simple projector formula = -2.700553 hartree
  formula with residual terms = 0.145024 hartree
OK
```
